\section*{Poisson Spreading of Excess Terrace Width in One-Sided Step Flow}

\section{Definitions and conventions}

A vicinal surface is a staircase of atomic steps separated by flat terraces. The coordinate $x$ points downhill. Step $n$ is straight and sits at $x_n$, and its lower terrace extends from $x_n$ to $x_{n+1}$, with width
\begin{equation}
 w_n=x_{n+1}-x_n .
\end{equation}
Larger $n$ means further downhill. The flux $F$ is measured in monolayers (ML) per second and the deposited coverage is $\theta=\int F\,dt$. Adatom density $c$ is a coverage, so a step that collects the current $R$ per unit length advances downhill at speed $R$.

``Fed only by the lower terrace'' means that every atom landing on terrace $n$ joins step $n$, at the uphill edge of that terrace. The model excludes crossing of a descending edge, desorption, nucleation on terraces and passage through steps. It also neglects the number of adatoms stored on a terrace.

The initial state is an infinite train of spacing $L$ in which terrace $0$ has width $L+\delta$, with $\delta>-L$. The result to be derived is
\begin{equation}
 w_{-k}(\theta)=L+\delta\,p_k(\theta),\qquad
 p_k(\theta)=e^{-\theta}\frac{\theta^k}{k!},\quad k=0,1,2,\dots,
 \label{eq:main}
\end{equation}
while $w_n=L$ for $n\ge1$. The excess spreads to successively higher terraces. The weights are exact within this model, for $\delta$ of any size.

\section{What one terrace delivers}

Measure $x$ from step $n$ and write $w$ for $w_n$. With diffusivity $D$ and an electromigration drift velocity $v$, positive downhill, the adatom current is $j=-Dc'+vc$. In the stationary state deposition balances its divergence, $j'=F$. If $R$ is the current into step $n$, then $j(0)=-R$, and integration gives
\begin{equation}
 j(x)=-R+Fx .
\end{equation}
A blocked descending edge requires $j(w)=0$, hence $R=Fw$. Neither $D$ nor $v$ appears: drift reshapes the density but cannot change the destination of the atoms while the edge is blocked.

The quality of the blocking can be calculated. Let the edge pass a current $Q=(D/l)\,c(w)$, where $l$ is the barrier length, and let step $n$ capture perfectly, $c(0)=0$. Now $R=Fw-Q$, so $Dc'-vc=-j=R-Fx$ becomes
\begin{equation}
 Dc'-vc=F(w-x)-Q .
\end{equation}
Put $\beta=v/D$, multiply by $e^{-\beta x}$, integrate from $0$ to $w$, and substitute $y=w-x$:
\begin{equation}
 Dc(w)=F\int_0^w y\,e^{\beta y}dy-Q\int_0^w e^{\beta y}dy
 =Fw^2A-QwB .
\end{equation}
With $s=\beta w$, the two integrals give
\begin{equation}
 A=\frac{1+(s-1)e^s}{s^2},\qquad B=\frac{e^s-1}{s}.
\end{equation}
Since $Dc(w)=lQ$, the leaking fraction is
\begin{equation}
 q=\frac{Q}{Fw}=\frac{A}{l/w+B}.
 \label{eq:leak}
\end{equation}
For small $s$, $A=\tfrac12+\tfrac{s}{3}+\dots$ and $B\to1$. Weak drift and $l\gg w$ therefore give $q\simeq w/(2l)$. One-sided feeding is the limit $l/w\to\infty$ at fixed $s$.

\section{From step motion to Poisson weights}

With complete blocking $dx_n/dt=Fw_n$. Division by $F$ gives $dx_n/d\theta=w_n$, which also covers a flux that varies slowly in time. Subtracting the equation of step $n$ from that of step $n+1$,
\begin{equation}
 \frac{dw_n}{d\theta}=w_{n+1}-w_n .
 \label{eq:width}
\end{equation}
A terrace loses width because its uphill edge advances in proportion to $w_n$. It gains width because its downhill edge advances in proportion to $w_{n+1}$. Information therefore travels uphill.

To remove the loss term, set $w_n=e^{-\theta}g_n$. Then
\begin{equation}
 e^{-\theta}\left(\frac{dg_n}{d\theta}-g_n\right)=e^{-\theta}(g_{n+1}-g_n)
 \quad\Rightarrow\quad \frac{dg_n}{d\theta}=g_{n+1}.
\end{equation}
Repeated differentiation gives $d^kg_n/d\theta^k=g_{n+k}$. The Taylor series about $\theta=0$, where $g_n=w_n$, yields
\begin{equation}
 w_n(\theta)=\sum_{k=0}^{\infty}p_k(\theta)\,w_{n+k}(0).
 \label{eq:general}
\end{equation}
For bounded initial widths the series converges for every $\theta$. It is the unique bounded solution, because the right side of (\ref{eq:width}) is a bounded linear operation on bounded sequences. Inserting $w_n(0)=L+\delta$ for $n=0$ and $L$ otherwise, and using $\sum_kp_k=1$, gives (\ref{eq:main}).

The weights in (\ref{eq:general}) are nonnegative and sum to one. Each width is thus an average of initial widths, and if these all exceed some positive value, no two steps collide.

\section{How far the excess travels}

In terrace number, the distribution has the generating function
\begin{equation}
 G(z)=\sum_kp_kz^k=e^{\theta(z-1)} .
\end{equation}
Hence $\langle k\rangle=G'(1)=\theta$ and $\langle k(k-1)\rangle=G''(1)=\theta^2$, so the variance is $\theta^2+\theta-\theta^2=\theta$. For one terrace, $d\ln p_k/d\theta=k/\theta-1$. The excess on terrace $-k$ is therefore largest at $\theta=k$.

The picture in the laboratory frame is different, since the steps themselves move downhill. Let $x_0(0)=0$. Terraces with $n\ge1$ keep width $L$, so $x_1=L+\delta+\theta L$. Let $K$ be a Poisson variable with mean $\theta$. Subtracting the widths of terraces $0,-1,\dots,-(k-1)$ and half of terrace $-k$ gives the midpoint
\begin{align}
 m_{-k}&=L+\delta+\theta L-kL-\delta P(K<k)-\tfrac12(L+\delta p_k)\notag\\
 &=\tfrac12(L+\delta)+(\theta-k)L+\delta r_k,\\
 r_k&=\tfrac12-P(K<k)-\tfrac12p_k=\tfrac12\left[P(K>k)-P(K<k)\right].
\end{align}
The last form uses $1=P(K<k)+p_k+P(K>k)$. If $K'$ is an independent copy of $K$, then $r_K$ is half the mean of $\mathrm{sgn}(K'-K)$ at fixed $K$. Exchange of $K$ and $K'$ reverses the sign, so $\langle r_K\rangle=0$. With $\langle K\rangle=\theta$ this gives
\begin{equation}
 \sum_kp_k\,m_{-k}=\tfrac12(L+\delta).
\end{equation}
The excess-weighted mean position is fixed in the laboratory. The disturbance stays where it was made and broadens, while the steps advance through it.

For its variance, the cross term is
\begin{equation}
 2L\delta\langle(\theta-K)r_K\rangle=-L\delta\langle K\,\mathrm{sgn}(K'-K)\rangle
 =\tfrac12L\delta\langle|K-K'|\rangle ,
\end{equation}
where the last step averages the expression with its exchanged form. Therefore
\begin{equation}
 \sigma^2=L^2\theta+\tfrac12L\delta\langle|K-K'|\rangle+\delta^2\langle r_K^2\rangle .
 \label{eq:spread}
\end{equation}
Because $\langle|K-K'|\rangle\le\sqrt{2\theta}$ and $|r_K|\le\tfrac12$, the first term dominates at large $\theta$, and $\sigma\simeq L\sqrt\theta$. For $\delta>0$ the spread exceeds this value, because the terraces carrying the excess are themselves wider than $L$.

\section{Random arrival of atoms}

Take a step of length $L_y$ and suppose it remains straight, so that one atom of area $A_s$ advances it by $a_1=A_s/L_y$. Measure widths in units of $a_1$. A terrace of $N_n$ units receives atoms at rate $FN_n$. Each landing removes one unit from terrace $n$ and adds one to terrace $n-1$. This is the same process as independent units that each hop uphill at rate $F$. The number of hops of one unit is Poisson distributed with mean $\theta$, so the mean widths obey (\ref{eq:general}) even with arrival noise.

If every terrace starts with exactly $N$ units, a unit starting $k$ terraces downhill of a given terrace is found on it with probability $p_k$. Independent units add their variances:
\begin{equation}
 \mathrm{var}\,N_n=N\sum_kp_k(1-p_k)=N\left[1-e^{-2\theta}I_0(2\theta)\right],
 \label{eq:noise}
\end{equation}
because $\sum_k\theta^{2k}/(k!)^2=I_0(2\theta)$, a modified Bessel function. The variance saturates at $N$.

As a test, atoms were dropped on random sites of a ring of terraces with 6 units each and 6 extra units on one of them. After 2 ML and 20000 runs, the mean widths differed from the Poisson prediction by at most 0.025 units. The background variance was 4.744, against 4.758 from (\ref{eq:noise}).

\section{The opposite case: feeding from above}

If steps are fed only by their upper terraces, $dx_n/d\theta=w_{n-1}$ and
\begin{equation}
 \frac{dw_n}{d\theta}=w_n-w_{n-1}.
\end{equation}
Setting $w_n=e^{\theta}h_n$ leaves $dh_n/d\theta=-h_{n-1}$. The same Taylor argument gives, on the $k$-th terrace downhill,
\begin{equation}
 w_k-L=\delta\,e^{\theta}\frac{(-\theta)^k}{k!}.
\end{equation}
The response now travels downhill, grows and alternates in sign. After 1 ML it is $2.718\,\delta$, $-2.718\,\delta$, $1.359\,\delta$ and $-0.453\,\delta$ for $k=0$ to $3$.

A periodic modulation $e^{i\phi n}$ shows the contrast. Its growth rate per ML has real part $1-\cos\phi$ here, and $-(1-\cos\phi)$ for feeding from below. Upper feeding thus amplifies width differences, which is the start of step bunching. The linear solution ends when a terrace closes. For $\delta=L$ this happens at $\theta e^\theta=1$, before 1 ML.

\section{A double-width terrace at 200 K}

Take $L=\delta=5$ nm, so one terrace is 10 nm wide, and $F=0.001$ ML/s. One monolayer takes 1000 s, and undisturbed steps move at 0.005 nm/s. Equation (\ref{eq:main}) gives, for example,
\begin{align}
 \theta=1,\ k=0:&\quad 5\,e^{-1}=1.84\ \text{nm},\\
 \theta=4,\ k=4:&\quad 5\,e^{-4}\,\frac{4^4}{4!}=0.977\ \text{nm}.
\end{align}
The excess widths in nm are:
\begin{center}
\begin{tabular}{c|ccccccc}
$k$ & 0 & 1 & 2 & 3 & 4 & 5 & 6\\ \hline
1 ML & 1.839 & 1.839 & 0.920 & 0.307 & 0.077 & 0.015 & 0.003\\
4 ML & 0.092 & 0.366 & 0.733 & 0.977 & 0.977 & 0.782 & 0.521
\end{tabular}
\end{center}
The equal neighbours follow from $p_k/p_{k-1}=\theta/k$, which is one at $k=\theta$.

The equations for the step positions were also integrated numerically, on a ring long enough that the excess did not travel round it. At 1, 4 and 8 ML the widths differed from the Poisson values by at most $5.1\times10^{-9}$ nm. At 4 ML the mean and variance of $k$ were both 4.0000.

During 4 ML the undisturbed steps advance 20 nm, yet the centre of the excess stays at 5.0 nm from the initial position of step 0. The rms spread is 11.4 nm, compared with $L\sqrt\theta=10$ nm. The difference has the sign required by (\ref{eq:spread}) for $\delta>0$.

\section{Relation to a real surface}

The parameters are inputs chosen for illustration, roughly in the regime of silver (111) homoepitaxy: atom distance $a=0.289$ nm, hop barrier $E_h=0.10$ eV, additional descending-edge barrier $E_b=0.13$ eV and attempt rate $\nu=10^{12}$ s$^{-1}$. At 200 K they give
\begin{align}
 D&=\tfrac14a^2\nu e^{-E_h/k_BT}=6.3\times10^7\ \text{nm}^2/\text{s},\\
 l&=a\,e^{E_b/k_BT}\simeq5.5\times10^2\ \text{nm}.
\end{align}
Equation (\ref{eq:leak}) gives leaks of 0.45\% on a 5 nm terrace and 0.90\% on a 10 nm terrace. Repeating the integration with this leakage changes the widths by at most 0.023 nm at 1 ML and 0.011 nm at 4 ML, about 1\% of the largest excess at each time. With the barriers held fixed, $l$ falls to 44 nm at 300 K and the leak on a 5 nm terrace rises to 5.1\%. These leaks assume that descent and terrace hops share one attempt rate, which is not settled for silver (111), and they are sensitive to it. At 200 K a descent prefactor 10 times larger gives $l=55$ nm, a leak of 4.2\% on a 5 nm terrace and width changes of up to 0.22 nm at 1 ML. One 100 times larger gives $l=5.5$ nm, a leak of 24\% and changes of up to 1.4 nm, so that one-sided feeding fails. Real surfaces also break the assumption of straight steps, which is examined in the next section.

For electromigration, an assumed effective charge of magnitude $10e$ in a field of 1 V/cm, which in silver means a very high current density near $10^6$ A/cm$^2$, gives $|s|=2.9\times10^{-4}$ on a 5 nm terrace. Since $A\simeq\frac12(1+\frac23s)$ and $l\gg w$, this changes the already small leak by a relative amount of only about $2\times10^{-4}$.

Nucleation is estimated from the blocked-edge density without drift, $c=(F/D)(wx-x^2/2)$. Adatom pairs form at rate $\kappa D(c/A_s)^2$ per area, with a rough capture number $\kappa=3$ and $A_s=0.0723$ nm$^2$. Since
\begin{equation}
 \int_0^w\left(wx-\frac{x^2}{2}\right)^2dx
 =w^5\left(\frac13-\frac14+\frac1{20}\right)=\frac{2w^5}{15},
\end{equation}
the number formed per ML along a length $L_y$ is
\begin{equation}
 \mathcal N=\frac{2\kappa F w^5L_y}{15A_s^2D}.
\end{equation}
For $L_y=100$ nm this is 0.012 on the 10 nm terrace and $3.8\times10^{-4}$ on a 5 nm terrace, counting every pair as a stable nucleus. Because the capture number is rough, these are order-of-magnitude estimates. The dependence on $w^5$ limits the model on much wider terraces. The mean adatom coverage $Fw^2/(3D)$ is $5\times10^{-10}$ ML at 10 nm, so storage is negligible. With a rough desorption barrier of 2 eV, the probability of desorption during a terrace crossing is below $10^{-44}$.

Arrival noise depends on the length over which a step moves as one straight object. For 100 nm, (\ref{eq:noise}) multiplied by $a_1^2$ gives an rms background width fluctuation of 0.056 nm at 4 ML. This is about 6\% of the largest excess then present. It is much less than one atomic row (0.25 nm), so it must be read as a fluctuation of the width averaged along the 100 nm.

\section{When steps do not stay straight}

One-sided feeding stabilises the widths but makes the steps meander. Consider a uniform train in which all steps carry the same small ripple $\zeta=\epsilon\cos py$. Write $c=c_0+\epsilon c_1(x)\cos py$, with $c_0=(F/D)(Lx-x^2/2)$ and no drift. The correction obeys $c_1''=p^2c_1$. To first order in $\epsilon$, perfect capture at $x=\zeta$ and zero normal current at $x=L+\zeta$ require
\begin{align}
 c_1(0)&=-c_0'(0)=-FL/D,\\
 c_1'(L)&=-c_0''(L)=F/D .
\end{align}
Write $c_1=a\cosh px+b\sinh px$, where $a$ now denotes a coefficient, and let $u=pL$. The first condition gives $a=-FL/D$. The second is $p(a\sinh u+b\cosh u)=F/D$, so
\begin{equation}
 pb=\frac FD\,\frac{1+u\sinh u}{\cosh u}.
\end{equation}
The advance of the step is $D\,\partial_xc$ at $x=\zeta$. Its rippled part is $D[c_0''(0)+c_1'(0)]\epsilon\cos py=(-F+Dpb)\,\epsilon\cos py$. Dividing by $F$ gives the growth rate per ML,
\begin{equation}
 \frac{1}{\epsilon}\frac{d\epsilon}{d\theta}=\frac{1+u\sinh u}{\cosh u}-1
 \;\simeq\;\frac{u^2}{2}\quad(u\ll1).
\end{equation}
The rate is positive: parts of a step that protrude downhill collect more atoms.

In the example, 4 ML multiply an in-phase ripple of wavelength 200 nm by 1.05, one of 100 nm by 1.21 and one of 50 nm by 2.06. These factors omit smoothing by diffusion along the step, which would reduce them, and they refer to the undisturbed train. On steps whose lower terrace carries excess width, ripples grow faster, because the rate rises with terrace width; the step at the downhill edge of the wide terrace is unaffected. Ripples do not change where atoms end up: every atom landing on terrace $n$ still joins step $n$, so the widths averaged along the steps obey (\ref{eq:width}) and (\ref{eq:main}) as long as the steps do not touch. What meandering spoils is the shape of the steps and the local width. The steps stay nearly straight over 4 ML only if short ripples are smoothed along the edge. Starting with nearly straight steps is not enough: without smoothing, the same formula gives a factor of 29 at a wavelength of 20 nm and about 7000 at 10 nm, and the random arrival of atoms keeps creating such ripples. These two factors are linear extrapolations: an initial ripple of one atomic row would reach the terrace width, and leave the linear regime, before 4 ML.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature 200 K, flux 0.001 ML/s
terrace spacing 5.0 nm, initial excess 5.0 nm
atom distance 0.289 nm, attempt rate 1e+12 1/s
hop barrier 0.1 eV, extra edge barrier 0.13 eV
thermal energy 0.01723 eV, site area 0.0723 nm2
diffusivity 6.307e+07 nm2/s
uniform step speed 0.0050 nm/s
time for 1 ML 1000 s, for 4 ML 4000 s
k uphill | excess (nm) at 1 ML: Poisson, integrated | at 4 ML: same
0 | 1.8394 1.8394 | 0.0916 0.0916
1 | 1.8394 1.8394 | 0.3663 0.3663
2 | 0.9197 0.9197 | 0.7326 0.7326
3 | 0.3066 0.3066 | 0.9768 0.9768
4 | 0.0766 0.0766 | 0.9768 0.9768
5 | 0.0153 0.0153 | 0.7815 0.7815
6 | 0.0026 0.0026 | 0.5210 0.5210
7 | 0.0004 0.0004 | 0.2977 0.2977
8 | 0.0000 0.0000 | 0.1489 0.1489
largest Poisson error at 1, 4, 8 ML: 5.1e-09 nm
at 4 ML: mean k 4.0000, variance of k 4.0000
terrace k=4 peaks at 4.00 ML, excess 0.9768 nm
lab centre of excess: 5.0000 nm at 0 ML, 5.0000 nm at 4 ML
lab rms spread at 4 ML 11.393 nm; sqrt(theta)*spacing 10.000 nm
upper-terrace feeding, 1 ML, response/delta at k=0..3 downhill: 2.7183 -2.7183 1.3591 -0.4530
random landings: largest error of mean 0.025 units (excess 6 units, 2.0 ML, 20000 runs)
random landings: width variance 4.744, formula 4.758 units^2
barrier length 545.4 nm at 200 K, 44.1 nm at 300 K
leak, 5 nm terrace: 0.00454 at 200 K, 0.0509 at 300 K
leak, 10 nm terrace, 200 K: 0.00900
largest width change by leak: 0.0230 nm at 1 ML, 0.0107 nm at 4 ML
electromigration: charge 10 e, field 1.0 V/cm, drift*width 2.90e-04 (5 nm)
nuclei per ML on 100 nm of step (capture number 3): 3.8e-04 (5 nm), 1.2e-02 (10 nm)
mean adatom coverage, 10 nm terrace 5.3e-10 ML
log10 desorption probability (2.0 eV) -44
arrival noise of width at 4 ML, 100 nm of step: 0.0557 nm
ripple growth factor in 4 ML, wavelength 50 nm: 2.058
ripple growth factor in 4 ML, wavelength 100 nm: 1.213
ripple growth factor in 4 ML, wavelength 200 nm: 1.050
\end{verbatim}
